# How Many Tail States Does a 300-Atom Oxide Cell Contain?: a numerical check

```python
"""
Result under test: a cell of N_at atoms cut from an amorphous oxide with atomic
density n_at and tail-state density N_t holds on average
    mu = N_t * N_at / n_at
tail states; for N_at = 300, n_at = 8e22 cm^-3, N_t = 2e18 cm^-3, mu is 0.0075.
Symbols: E_U = energy width of the exponential tail, g0 = tail density of states
at the band edge, m* = effective mass, L = edge of the cubic cell.
Lengths are in nm, energies in eV, densities in cm^-3 unless a name says otherwise.
The example has rough typical values for the conduction tail of amorphous InGaZnO4.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.spatial import cKDTree

NM3_PER_CM3 = 1e21

# Inputs
atoms_in_cell = 300
atom_density = 8e22
tail_density = 2e18
tail_width = 0.013
broad_tail_width = 0.100
mass_ratio = 0.34
mass_density = 6.1            # g/cm3
well_radius = 0.5             # nm, model choice

# Derived formulas
cell_volume = atoms_in_cell / atom_density * NM3_PER_CM3
edge = cell_volume ** (1 / 3)
mean_count = tail_density * atoms_in_cell / atom_density
chance = -math.expm1(-mean_count)
atoms_for_one = atom_density / tail_density
cells_for_one = 1 / mean_count
cells_for_95 = math.ceil(math.log(20) / mean_count)
density_for_one = atom_density / atoms_in_cell
g0 = tail_density / tail_width

# hbar^2 / (2 m*) in eV nm^2
kinetic = (const.hbar ** 2 / (2 * mass_ratio * const.m_e)
           / const.e * 1e18)
decay_length = math.sqrt(kinetic / tail_width)
fitting_depth = kinetic / (edge / 2) ** 2
fitting_fraction = math.exp(-fitting_depth / tail_width)
level_spacing = kinetic * (2 * math.pi / edge) ** 2

# Tail integrals by quadrature
def tail_dos(depth):
    return g0 * math.exp(-depth / tail_width)

total_quad = quad(tail_dos, 0, 1.0, points=[0.05, 0.2], limit=200)[0]
deep_quad = quad(tail_dos, fitting_depth, fitting_depth + 0.5,
                 points=[fitting_depth + 0.05], epsabs=0, limit=200)[0]
assert abs(total_quad / tail_density - 1) < 1e-7
assert abs(deep_quad / tail_density / fitting_fraction - 1) < 1e-6

# Random cubes thrown into a large periodic film with explicit states
rng = np.random.default_rng(7)
film_edge = 200.0
n_states = round(tail_density / NM3_PER_CM3 * film_edge ** 3)
independent = rng.random((n_states, 3)) * film_edge
first = rng.random((n_states // 2, 3)) * film_edge
direction = rng.normal(size=first.shape)
direction /= np.linalg.norm(direction, axis=1)[:, None]
pair_distance = 0.3
paired = np.vstack([first, (first + pair_distance * direction) % film_edge])

def count_states(states, cube_edge, n_cubes):
    tree = cKDTree(states, boxsize=film_edge)
    centres = rng.random((n_cubes, 3)) * film_edge
    return np.asarray(tree.query_ball_point(
        centres, cube_edge / 2, p=np.inf, return_length=True))

n_cubes = 500000
counts_ind = count_states(independent, edge, n_cubes)
counts_pair = count_states(paired, edge, n_cubes)
for counts in (counts_ind, counts_pair):
    standard_error = counts.std() / math.sqrt(n_cubes)
    # sampling noise: four standard errors
    assert abs(counts.mean() - mean_count) < 4 * standard_error
chance_ind = np.mean(counts_ind > 0)
chance_pair = np.mean(counts_pair > 0)
assert abs(chance_ind - chance) < 4 * math.sqrt(chance / n_cubes)
assert chance_pair < 0.8 * chance_ind

# The Poisson law is tested where it differs clearly from the mean
large_edge = (atoms_for_one / atom_density * NM3_PER_CM3) ** (1 / 3)
large_ind = count_states(independent, large_edge, 50000)
large_pair = count_states(paired, large_edge, 50000)
empty_ind = np.mean(large_ind == 0)
empty_pair = np.mean(large_pair == 0)
# tolerance covers the scatter of one finite film
assert abs(empty_ind - math.exp(-1)) < 0.02
assert empty_pair > empty_ind + 0.1

# Batches of independent cells: chance that a batch holds a state
n_batches = n_cubes // cells_for_95
batches = counts_ind[:n_batches * cells_for_95].reshape(n_batches, -1)
batch_success = np.mean(batches.sum(axis=1) > 0)
assert abs(batch_success - 0.95) < 0.03

# Radial s-wave bound state of a spherical well with prescribed binding
step = 0.02
radius = step * np.arange(1, 2000)
well_shape = np.clip((well_radius - radius) / step + 0.5, 0, 1)
off_diagonal = np.full(radius.size - 1, -kinetic / step ** 2)

def ground_state(depth):
    diagonal = 2 * kinetic / step ** 2 - depth * well_shape
    energy, vector = eigh_tridiagonal(
        diagonal, off_diagonal, select='i', select_range=(0, 0))
    return energy[0], np.abs(vector[:, 0])

def bound_state(binding):
    depth = brentq(lambda d: ground_state(d)[0] + binding, 1.0, 4.0,
                   xtol=1e-10)
    wave = ground_state(depth)[1]
    outside = (radius > 1.5) & (radius < 5.0)
    slope = np.polyfit(radius[outside], np.log(wave[outside]), 1)[0]
    sphere = (3 * cell_volume / (4 * math.pi)) ** (1 / 3)
    inside = np.sum(wave[radius < sphere] ** 2) / np.sum(wave ** 2)
    return depth, -1 / slope, inside

def matching_depth(binding):
    kappa = math.sqrt(binding / kinetic)
    k = brentq(lambda q: q * math.cos(q * well_radius)
               + kappa * math.sin(q * well_radius),
               math.pi / (2 * well_radius), math.pi / well_radius)
    return kinetic * k ** 2 + binding

well_depth, decay_numeric, share_inside = bound_state(tail_width)
deep_well, deep_decay, deep_share = bound_state(fitting_depth)
assert abs(decay_numeric / decay_length - 1) < 2e-3
assert abs(deep_decay / (edge / 2) - 1) < 2e-3
assert abs(well_depth / matching_depth(tail_width) - 1) < 0.01
assert abs(deep_well / matching_depth(fitting_depth) - 1) < 0.01
assert decay_length > edge / 2 and deep_share > share_inside

# Level spacing at the zone centre from a finite-difference ring
points = 200
ring = 2 * np.eye(points)
ring -= np.roll(np.eye(points), 1, axis=0) + np.roll(np.eye(points), -1, axis=0)
ring_levels = np.linalg.eigvalsh(ring * kinetic / (edge / points) ** 2)
assert abs((ring_levels[1] - ring_levels[0]) / level_spacing - 1) < 1e-3

# Atomic density from the mass density of InGaZnO4 (molar masses in g/mol)
molar_mass = 114.818 + 69.723 + 65.38 + 4 * 15.999
density_from_mass = 7 * mass_density / molar_mass * const.N_A
count_from_mass = tail_density * atoms_in_cell / density_from_mass
assert abs(count_from_mass / mean_count - 1) < 0.05

print(f"atoms in cell: {atoms_in_cell}")
print(f"atomic density: {atom_density:.2e} cm^-3")
print(f"tail-state density: {tail_density:.2e} cm^-3")
print(f"tail width E_U: {tail_width * 1e3:.0f} meV")
print(f"edge density of states g0: {g0:.3e} eV^-1 cm^-3")
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"cell volume: {cell_volume / NM3_PER_CM3:.3e} cm^3")
print(f"cell volume: {cell_volume:.3f} nm^3")
print(f"cell edge L: {edge:.3f} nm")
print(f"half edge L/2: {edge / 2:.3f} nm")
print(f"MEAN TAIL STATES PER CELL: {mean_count:.4f}")
print(f"same, one significant digit: {mean_count:.3f}")
print(f"spatial levels if N_t counts spin: {mean_count / 2:.5f}")
print(f"chance of at least one state: {100 * chance:.3f} %")
print(f"atoms for one state on average: {atoms_for_one:.0f}")
print(f"edge of that larger cube: {large_edge:.2f} nm")
print(f"cells for one state on average: {cells_for_one:.1f}")
print(f"cells for 95 % chance: {cells_for_95}")
print(f"N_t for one state per cell: {density_for_one:.3e} cm^-3")
print(f"sampled film edge: {film_edge:.0f} nm, states: {n_states}")
print(f"random cubes thrown: {n_cubes}")
print(f"sampled mean, independent: {counts_ind.mean():.5f}")
print(f"sampled mean, pairs: {counts_pair.mean():.5f}")
print(f"pair distance: {pair_distance:.1f} nm")
print(f"sampled chance, independent: {100 * chance_ind:.3f} %")
print(f"sampled chance, pairs: {100 * chance_pair:.3f} %")
print(f"larger cube empty, Poisson: {math.exp(-1):.3f}")
print(f"larger cube empty, independent: {empty_ind:.3f}")
print(f"larger cube empty, pairs: {empty_pair:.3f}")
print(f"sampled success of 95 % batches: {100 * batch_success:.1f} %")
print(f"mass density: {mass_density:.1f} g/cm3")
print(f"atomic density from it: {density_from_mass:.3e} cm^-3")
print(f"mean count with it: {count_from_mass:.5f}")
for trial in (2e17, 2e19, 2e20):
    print(f"mean count at N_t = {trial:.0e} cm^-3: "
          f"{trial * atoms_in_cell / atom_density:.5f}")
print(f"broader tail width: {broad_tail_width * 1e3:.0f} meV")
print(f"its N_t at same g0: {g0 * broad_tail_width:.3e} cm^-3")
print(f"its mean count: {g0 * broad_tail_width / density_for_one:.4f}")
print(f"hbar^2/(2 m*): {kinetic:.4f} eV nm^2")
print(f"decay length at depth E_U: {decay_length:.3f} nm")
print(f"same from radial equation: {decay_numeric:.3f} nm")
print(f"well radius: {well_radius:.1f} nm, depth: {well_depth:.3f} eV")
print(f"share inside cell-volume sphere: {100 * share_inside:.1f} %")
print(f"depth with decay length L/2: {fitting_depth:.3f} eV")
print(f"fraction of tail beyond it: {fitting_fraction:.1e}")
print(f"next zone-centre level above edge: {level_spacing:.2f} eV")
print("all assertions hold")
```

Output:

```
atoms in cell: 300
atomic density: 8.00e+22 cm^-3
tail-state density: 2.00e+18 cm^-3
tail width E_U: 13 meV
edge density of states g0: 1.538e+20 eV^-1 cm^-3
effective mass: 0.34 electron masses
cell volume: 3.750e-21 cm^3
cell volume: 3.750 nm^3
cell edge L: 1.554 nm
half edge L/2: 0.777 nm
MEAN TAIL STATES PER CELL: 0.0075
same, one significant digit: 0.007
spatial levels if N_t counts spin: 0.00375
chance of at least one state: 0.747 %
atoms for one state on average: 40000
edge of that larger cube: 7.94 nm
cells for one state on average: 133.3
cells for 95 % chance: 400
N_t for one state per cell: 2.667e+20 cm^-3
sampled film edge: 200 nm, states: 16000
random cubes thrown: 500000
sampled mean, independent: 0.00759
sampled mean, pairs: 0.00758
pair distance: 0.3 nm
sampled chance, independent: 0.757 %
sampled chance, pairs: 0.477 %
larger cube empty, Poisson: 0.368
larger cube empty, independent: 0.366
larger cube empty, pairs: 0.586
sampled success of 95 % batches: 95.1 %
mass density: 6.1 g/cm3
atomic density from it: 8.192e+22 cm^-3
mean count with it: 0.00732
mean count at N_t = 2e+17 cm^-3: 0.00075
mean count at N_t = 2e+19 cm^-3: 0.07500
mean count at N_t = 2e+20 cm^-3: 0.75000
broader tail width: 100 meV
its N_t at same g0: 1.538e+19 cm^-3
its mean count: 0.0577
hbar^2/(2 m*): 0.1121 eV nm^2
decay length at depth E_U: 2.936 nm
same from radial equation: 2.936 nm
well radius: 0.5 nm, depth: 1.266 eV
share inside cell-volume sphere: 38.6 %
depth with decay length L/2: 0.186 eV
fraction of tail beyond it: 6.3e-07
next zone-centre level above edge: 1.83 eV
all assertions hold
```
